# Drain penetration in a monolayer transistor: what atomic thickness cannot remove

In a transistor with a gate above and a gate below, each separated from the channel by an insulator of thickness $t$, the drain potential decays along an uncharged channel as $e^{-x/\lambda}$. When the channel becomes infinitely thin, $\lambda$ does not go to zero. It goes to

$$\lambda\to\frac{2t}{\pi},$$

a length set by the insulator alone. This holds for an isotropic insulator; for a layered one the limit is multiplied by the square root of the ratio of its in-plane to its normal permittivity. If the upper gate is removed and the space above is left open, the decay at large distance is not even exponential: the potential from a long drain contact falls as $1/x$, carried by the fringing field above the channel.

## The belief and its appeal

The contrary belief is that a channel one atomic layer thick has a negligible electrostatic scale length. It rests on a short argument.

Let the channel have thickness $t_s$ and relative permittivity $\varepsilon_s$, and let the insulators have relative permittivity $\varepsilon_{ox}$. Measure the potential $\phi$ from that of the grounded gates. Suppose that $\phi$ is uniform across the channel and falls linearly to zero across each insulator. The field towards each gate is then $\phi/t$. Without charge in the channel, the displacement lost through the two faces is balanced by the change of the displacement flowing along it:

$$\varepsilon_s t_s\,\frac{d^2\phi}{dx^2}=\frac{2\varepsilon_{ox}}{t}\,\phi .$$

The decaying solution is $e^{-x/\lambda_{thin}}$ with

$$\lambda_{thin}=\sqrt{\frac{\varepsilon_s t_s t}{2\varepsilon_{ox}}} .$$

This vanishes as $t_s\to0$. It also depends on the insulator only through $t/\varepsilon_{ox}$, so a thick insulator of high permittivity seems as good as a thin one of low permittivity.

The balance is sound for the channel. The weak point is the linear profile in the insulator, which satisfies Laplace's equation only if $\phi$ does not curve along $x$. Once $\lambda_{thin}$ is comparable with $t$, the result contradicts the assumption that produced it.

## The decay length without the linear profile

The treatment below is two-dimensional and applies to the subthreshold regime, where charge in the channel is neglected. The gates are ideal conductors that extend over the source and drain as well. The monolayer is a slab with permittivity $\varepsilon_\parallel$ along the layer and $\varepsilon_\perp$ across it, a continuum model of its dielectric response. In the slab,

$$\varepsilon_\parallel\,\partial_x^2\phi+\varepsilon_\perp\,\partial_y^2\phi=0 ,$$

and in the insulators $\partial_x^2\phi+\partial_y^2\phi=0$.

Put $y=0$ at mid-slab and seek solutions proportional to $e^{-\kappa x}$, with $\kappa=1/\lambda$. Solutions odd in $y$ vanish on the midplane, so the even ones matter there. With $a=\sqrt{\varepsilon_\parallel/\varepsilon_\perp}$ they are

$$\phi=A\cos(a\kappa y)\,e^{-\kappa x}\quad\text{(slab)},$$
$$\phi=B\sin\!\big[\kappa(t_s/2+t-y)\big]e^{-\kappa x}\quad\text{(upper insulator)} .$$

The first satisfies the slab equation because $\varepsilon_\parallel\kappa^2-\varepsilon_\perp a^2\kappa^2=0$. The second vanishes at the gate. At $y=t_s/2$ the potential and the normal displacement are continuous:

$$A\cos(a\kappa t_s/2)=B\sin\kappa t,$$
$$\varepsilon_\perp a\kappa A\sin(a\kappa t_s/2)=\varepsilon_{ox}\kappa B\cos\kappa t .$$

Dividing the second by the first, and using $\varepsilon_\perp a=\sqrt{\varepsilon_\parallel\varepsilon_\perp}$, gives

$$\sqrt{\varepsilon_\parallel\varepsilon_\perp}\,\tan\!\left(\frac{a\kappa t_s}{2}\right)=\varepsilon_{ox}\cot\kappa t .$$

For a thin slab the tangent equals its argument to leading order. Since $\varepsilon_\perp a^2=\varepsilon_\parallel$, the normal permittivity drops out:

$$\cot\kappa t=\frac{\chi\kappa}{2\varepsilon_{ox}},\qquad \chi=\varepsilon_\parallel t_s .$$

The layer now enters through one length, $\chi$. For $0<\kappa t<\pi/2$ the left side falls from infinity to zero while the right side rises from zero, so there is one root. It is the smallest $\kappa$, hence the slowest decay, and it dominates far from the drain.

Let $t_s\to0$ at fixed $\varepsilon_\parallel$. Then $\chi\to0$, the cotangent must vanish, $\kappa t\to\pi/2$, and $\lambda\to2t/\pi$. With no channel material left, there are still two grounded plates a distance $2t$ apart, and a potential can reach into the gap between them. The slowest such potential fits half a sine wave across the gap.

## What the usual estimate leaves out

Put $u=\kappa t$ and divide the thin-sheet condition by $u$:

$$\frac{\cot u}{u}=\frac{\chi}{2\varepsilon_{ox}t} .$$

The logarithmic derivative of the product $\sin u=u\prod_{n\ge1}(1-u^2/n^2\pi^2)$ is

$$\cot u=\frac1u-\sum_{n\ge1}\frac{2u}{n^2\pi^2-u^2} .$$

Dividing by $u$, inserting the condition and solving for $1/u^2$ gives

$$\frac1{u^2}=\frac{\chi}{2\varepsilon_{ox}t}+c,\qquad c=\sum_{n\ge1}\frac{2}{n^2\pi^2-u^2} .$$

Because $1/u^2=\lambda^2/t^2$, multiplication by $t^2$ yields

$$\lambda^2=\frac{\chi t}{2\varepsilon_{ox}}+c\,t^2,\qquad \frac13\le c\le\frac4{\pi^2} .$$

The bounds follow because each term of $c$ grows with $u$. At $u=0$ the sum is $(2/\pi^2)\sum 1/n^2=1/3$. At $u=\pi/2$ the cotangent vanishes, so $c=1/u^2=4/\pi^2\approx0.405$.

The first term is $\lambda_{thin}^2$. The second comes from the field along $x$ inside the insulators, which the linear-profile argument ignored. The estimate is therefore good when $\chi\gg\varepsilon_{ox}t$, that is, for a thick or strongly polarizable channel on a thin insulator. Thinning the channel moves the device out of that regime.

The two terms also respond differently to the insulator. Raising $\varepsilon_{ox}$ reduces the first, but cannot bring $\lambda$ below $2t/\pi$. Reducing $t$ shrinks both. Equivalent oxide thickness, which records only $t/\varepsilon_{ox}$, fixes the first term and says nothing about the second.

## Numbers for two gates

Take round model parameters: $t_s=0.6$ nm, $\varepsilon_\parallel=15$, $\varepsilon_\perp=5$, $t=2$ nm and $\varepsilon_{ox}=4$. The limiting length is $2t/\pi=1.27$ nm. The slab equation gives the following lengths as the channel is thinned:

| $t_s$ (nm) | $\lambda$ (nm) | $\lambda_{thin}$ (nm) |
|---|---|---|
| 0.6 | 1.94 | 1.50 |
| 0.3 | 1.62 | 1.06 |
| 0.06 | 1.34 | 0.47 |
| 0.006 | 1.28 | 0.15 |

The last two thicknesses are far below that of any atomic layer and serve to show the limit. A hundredfold reduction of $t_s$ lowers the usual estimate tenfold and the true length by about a third.

For the 0.6 nm layer, $\chi=15\times0.6=9$ nm. The sheet condition gives $c=0.360$, so

$$\lambda^2=\frac{9\times2}{2\times4}+0.360\times2^2=2.25+1.44=3.69\ \text{nm}^2,$$

or $\lambda=1.92$ nm, within 1% of the slab value. More than a third of $\lambda^2$ comes from the term that the usual estimate omits.

With $\varepsilon_{ox}=20$ and the same thickness, the first term falls fivefold to 0.45 nm², while the second, with $c=0.388$, is 1.55 nm². The result is $\lambda=1.42$ nm, against an estimate of 0.67 nm. The difference matters because it sits in an exponent. Over 5 nm, the distance from the drain to the middle of a 10 nm channel, the estimate predicts attenuation by $e^{-5/0.671}\approx6\times10^{-4}$. The true length gives $e^{-5/1.415}\approx3\times10^{-2}$, fifty times more.

Now keep $\varepsilon_{ox}=20$ but make each insulator 10 nm thick. The equivalent oxide thickness, referred to permittivity 4, is $10\times4/20=2$ nm, the same as in the first device. So is the first term, 2.25 nm². The second is $0.401\times10^2=40.1$ nm², and $\lambda$ rises from 1.92 to 6.5 nm.

## From decay length to drain penetration

A decay length does not say how much potential arrives. Define the penetration as the potential at mid-channel per volt on the drain, with source and gates grounded. This measures electrostatic coupling; it is not the complete threshold shift of a device.

The amplitude can be found in closed form for $\chi=0$. Let the drain be a thin conducting sheet at potential $V$ occupying $x<0$, $y=0$, with gates at $y=\pm t$ and no source. By symmetry the upper half, $0<y<t$, suffices, with $\partial_y\phi=0$ on the channel plane $x>0$, $y=0$.

Let $z=x+iy$ and $\zeta=e^{\pi z/t}$. The strip becomes the upper half-plane. The drain maps to $0<\zeta<1$, the channel to $\zeta>1$ and the gate to $\zeta<0$. Next take $s=\sqrt{\zeta-1}$, which folds the half-plane into a quadrant. The channel lies on the positive real axis, the drain on the imaginary axis between 0 and $i$, and the gate on the imaginary axis above $i$.

The normal derivative vanishes on the real axis, so the solution can be reflected across it. The region is then the half-plane $\mathrm{Re}\,s>0$, with potential $V$ on the segment from $-i$ to $i$ and zero on the rest of the boundary. The potential at any point is $V/\pi$ times the angle that the segment subtends there, since this angle is harmonic, equals $\pi$ on the segment and vanishes on the rest of the boundary. From a channel point $s=\sqrt{e^{\pi x/t}-1}$ the angle is $2\arctan(1/s)$. Call half of it $\theta$. Then $\sin\theta=1/\sqrt{1+s^2}=e^{-\pi x/2t}$, and

$$\frac{\phi(x)}{V}=\frac2\pi\arcsin\!\left(e^{-\pi x/2t}\right).$$

At the drain edge this equals 1. Far away the arcsine equals its argument, so the decay length is again $2t/\pi$, now with amplitude $2/\pi$. Most of the drain potential enters the slowest mode.

In a channel of length $L$, a grounded source must cancel a potential of order $e^{-L/\lambda}$ at its edge. The correction decays again on its way back to the middle, so it is smaller than the mid-channel potential by a factor of order $e^{-L/\lambda}$. For $L\gg\lambda$ the penetration is therefore $(2/\pi)e^{-\pi L/4t}$. With $L=10$ nm and $t=2$ nm this is $0.637\times e^{-3.93}=0.0125$, or 12.5 mV/V. A numerical solution of Laplace's equation with both contacts gives 12.7 mV/V. The same solver departs from the closed-form profile by up to 1.4%, so two digits are kept for the penetrations below.

With the polarizable layer restored, the solver gives these penetrations at $L=10$ nm, listed beside $\lambda$ from the sheet condition:

| $\varepsilon_{ox}$ | $t$ (nm) | $\lambda$ (nm) | Penetration (mV/V) |
|---|---|---|---|
| 4 | 2 | 1.92 | 68 |
| 20 | 2 | 1.42 | 23 |
| 4 | 1 | 1.21 | 16 |
| 20 | 10 | 6.51 | 290 |

The first and last rows have the same monolayer and the same equivalent oxide thickness, but their penetrations differ by a factor of about four. In this example, halving the insulator thickness does more than raising its permittivity fivefold.

The decay length can also be read from complete devices. The middle is $L/2$ from the drain, so the penetration varies as $e^{-L/2\lambda}$. Between $L=10$ and 20 nm, in the first device, it falls from 68 to 5.1 mV/V. Hence $\lambda=5\ \text{nm}/\ln(68/5.1)=1.9$ nm, in agreement with the mode condition.

## Raising the upper electrode

Suppose now that one gate stays close to the channel while the electrode on the other side is moved away. To treat this case, place the sheet at $y=0$, the lower gate at $y=-t$ below permittivity $\varepsilon_b$, and a grounded electrode at $y=h$ above permittivity $\varepsilon_t$. Integrating the slab equation across a thin layer gives

$$\varepsilon_t\,\partial_y\phi\big|_{0^+}-\varepsilon_b\,\partial_y\phi\big|_{0^-}+\chi\,\partial_x^2\phi=0 .$$

For a mode with unit amplitude at the sheet, the profiles are $\sin[\kappa(h-y)]/\sin\kappa h$ above and $\sin[\kappa(t+y)]/\sin\kappa t$ below. Their slopes at the sheet are $-\kappa\cot\kappa h$ and $+\kappa\cot\kappa t$. Insertion and division by $-\kappa$ give

$$\varepsilon_b\cot\kappa t+\varepsilon_t\cot\kappa h=\chi\kappa .$$

For $h>t$ the left side falls from $+\infty$ to $-\infty$ as $\kappa$ goes from 0 to $\pi/h$, while the right side rises. The lowest root thus has $\kappa<\pi/h$, or $\lambda>h/\pi$: the decay length grows without bound as the electrode is raised. With $\varepsilon_b=4$, vacuum above and the same monolayer, $\lambda$ is 2.2 nm at $h=2$ nm, 3.5 nm at 10 nm, 16 nm at 50 nm and 80 nm at 250 nm. The channel and its gate insulator are unchanged throughout.

This does not mean that the channel loses all gate control. For large $h$ write $\kappa h=\pi-\delta$ with small $\delta$. Then $\cot\kappa h\approx-1/\delta$ and $\cot\kappa t\approx h/(\pi t)$, while $\chi\kappa$ is negligible. The condition gives

$$\delta\approx\frac{\pi\varepsilon_t t}{\varepsilon_b h} .$$

The mode's amplitude at the sheet, relative to its maximum above, is $\sin\kappa h=\sin\delta\approx\delta$. The slow mode lives mostly in the space above the channel, and its share at the channel shrinks as its range grows. A single length no longer describes the device.

## One gate and an open top

With the upper electrode gone, the balance between longer range and smaller share can be worked out directly. Take first a uniform dielectric, $\chi=0$ and a semi-infinite drain sheet. Measure height from the gate, $Y=y+t$, and use the map

$$x+iY=\frac t\pi\left(1+w+e^w\right),\qquad w=u+iv,\quad 0\le v\le\pi .$$

Here $u$ is a map coordinate, not the earlier $\kappa t$. On $v=0$ the right side is real and covers the whole gate plane. On $v=\pi$ it gives $Y=t$ and $x=(t/\pi)(1+u-e^u)$. This has its maximum, zero, at $u=0$ and so covers the two faces of the drain. Since $v$ is harmonic, $\phi=Vv/\pi$ satisfies all boundary conditions.

On the channel plane $Y=t$, the imaginary part of the map requires $v+e^u\sin v=\pi$. With $E=e^u$,

$$E=\frac{\pi-v}{\sin v},\qquad \frac{\pi x}{t}=1+\ln E+E\cos v .$$

Far from the drain $v$ is small and $E\approx\pi/v-1$. The second relation becomes $\pi x/t\approx\pi/v+\ln(\pi/v)$, whose leading term gives

$$\frac{\phi}{V}=\frac v\pi\to\frac{t}{\pi x} .$$

At $x=10$ nm with $t=2$ nm, the full solution gives 75 mV/V and the leading law 64 mV/V. The positive logarithm accounts for the sign of the difference. With the second gate in place, the potential at the same point is 0.25 mV/V. Removing that gate raises it about three hundredfold, with no channel thickness in the problem at all.

For unequal dielectrics the far field follows from a local argument. Seen from afar, the lower structure is a plane at potential $V$ for $x<0$ and nearly zero for $x>0$. The potential above it is $V\theta/\pi$, with $\theta$ the angle from the positive $x$ axis, and its vertical slope at the surface is $V/(\pi x)$. Below the sheet the slope is $\phi/t$, because now $\phi$ varies slowly on the scale $t$. The sheet condition reads

$$\frac{\varepsilon_tV}{\pi x}-\frac{\varepsilon_b\phi}{t}+\chi\frac{d^2\phi}{dx^2}=0 .$$

For $\phi\propto1/x$ the last term is smaller than the second by $2\chi t/(\varepsilon_bx^2)$. To leading order, then,

$$\frac\phi V\to\frac{\varepsilon_t t}{\pi\varepsilon_b x} .$$

The monolayer's polarizability has dropped out. The law assumes a drain contact much longer than $x$ and with a height much smaller than $x$. A contact much taller than $x$ presents a vertical wall instead; the potential above the sheet is then $2V\theta/\pi$, and the prefactor doubles. If the contact has a finite length $W\gg t$ and the potential beyond it is again nearly zero, the slope above the sheet becomes $(V/\pi)\,[1/x-1/(x+W)]$, and the tail steepens to $1/x^2$ once $x\gg W$. A gate insulator of high permittivity under a top of low permittivity weakens the tail, but does not make it exponential. For $\varepsilon_b=20$, $\varepsilon_t=1$ and $\chi=9$ nm, the numerical potential lies 1 to 2% above this law between $40t$ and $80t$.

At the middle of a long channel, $x=L/2$ and the law gives $2\varepsilon_t t/(\pi\varepsilon_bL)$. A thin grounded source does not alter the leading term, since the far field already treated that part of the plane as grounded. This fails for contacts whose height is comparable with $L$ or larger: between two tall walls the slope at mid-channel is $V/L$ rather than $2V/(\pi L)$. The values below are for thin sheet contacts. For $\varepsilon_b=4$, vacuum above the single gate's channel and $t=2$ nm, the penetrations in mV/V are:

| $L$ (nm) | Two gates | One gate | Tail law |
|---|---|---|---|
| 10 | 68 | 150 | 32 |
| 20 | 5.1 | 38 | 16 |
| 40 | 0.028 | 10 | 8.0 |

The two-gate column uses permittivity 4 on both sides. From 20 to 40 nm it falls by a factor of about 180, the one-gate column by less than four.

At 10 nm the tail law is far too low, because the middle is only $2.5t$ from the drain and potential also arrives along the polarizable layer and through the gate insulator. That part can be estimated by dropping the top term from the mode condition, which leaves $\cot\kappa t=\chi\kappa/\varepsilon_b$. This is the earlier condition with $\chi$ doubled, so $\lambda^2=4.5\ \text{nm}^2+c\,t^2$ and $\lambda\approx2.4$ nm. The factor $e^{-5/2.4}\approx0.12$ corresponds to order 100 mV/V, enough to account for the size of the excess. At 40 nm the same factor is below $10^{-3}$, and the tail dominates. At 200 nm the solver and the law both give 1.6 mV/V.

## What thinness does achieve

The belief contains a correct statement: a thinner channel has a smaller $\chi$, and a smaller $\chi$ shortens the decay between two gates. For the 0.6 nm layer under 2 nm of permittivity 4, however, removing the channel's polarizability altogether would shorten $\lambda$ only from 1.9 to 1.3 nm. With two flat gates and an isotropic insulator, further gains need a physically thinner insulator. With one gate, an insulator that is thinner or has a higher permittivity lowers the tail, but the potential from a long drain contact still falls as $1/x$ while the space above stays open.

These results concern a channel without charge. Mobile carriers add a screening term to the sheet condition, so the lengths found here should not be carried over to the on state. The numerical output lists the values in the tables.

## Table of computed values

```
channel thickness 0.6 nm, insulator thickness t 2.0 nm
eps_par 15.0, eps_perp 5.0, chi 9.00 nm
limit 2t/pi: 1.2732 nm
Double gate, eps_ox = 4, channel made thinner:
  t_s 0.6 nm: lambda 1.9351 nm, usual estimate 1.5000 nm
  t_s 0.3 nm: lambda 1.6207 nm, usual estimate 1.0607 nm
  t_s 0.06 nm: lambda 1.3447 nm, usual estimate 0.4743 nm
  t_s 0.006 nm: lambda 1.2804 nm, usual estimate 0.1500 nm
Double gate, sheet model (EOT referred to permittivity 4):
  eps_ox 4, t 2 nm, EOT 2.0 nm:
    lambda 1.9212 nm, usual 1.5000 nm, c 0.3602
    penetration at L = 10 nm: 68.5 mV/V
  eps_ox 20, t 2 nm, EOT 0.4 nm:
    lambda 1.4153 nm, usual 0.6708 nm, c 0.3883
    penetration at L = 10 nm: 22.6 mV/V
  eps_ox 4, t 1 nm, EOT 1.0 nm:
    lambda 1.2143 nm, usual 1.0607 nm, c 0.3495
    penetration at L = 10 nm: 15.8 mV/V
  eps_ox 20, t 10 nm, EOT 2.0 nm:
    lambda 6.5094 nm, usual 1.5000 nm, c 0.4012
    penetration at L = 10 nm: 292.3 mV/V
Double gate, chi = 0, L = 10 nm:
  penetration 12.71 mV/V, formula 12.54 mV/V
Upper electrode at height h, vacuum above, eps_bot = 4:
  h 2 nm: lambda 2.238 nm
  h 10 nm: lambda 3.483 nm
  h 50 nm: lambda 16.078 nm
  h 250 nm: lambda 79.737 nm
Largest deviation from conformal maps: double gate 1.41 %,
  open top 0.70 %
Semi-infinite drain, uniform dielectric, chi = 0, x = 10 nm:
  two gates 0.247 mV/V
  one gate, open top 74.6 mV/V
  far-field law t/(pi x) 63.7 mV/V
Tail over law, eps 20 below, 1 above: 1.010 to 1.020
Penetration with chi = 9 nm, eps_bot = 4, t = 2 nm (mV/V):
  L 10 nm: two gates 68.5, one gate 149, tail law 31.8
  L 20 nm: two gates 5.11, one gate 38, tail law 15.9
  L 40 nm: two gates 0.0284, one gate 10.1, tail law 7.96
lambda from L = 10 and 20 nm devices: 1.926 nm
One gate, L = 200 nm: 1.641 mV/V, tail law 1.592 mV/V
```
